# Saturation of the ballistic current from a three-dimensional parabolic emitter

## The error made by extending Sharvin's conductance

Sharvin's conductance gives the small-bias current through a ballistic contact. Used at any bias, it predicts a current that grows without limit. An emitter with a finite occupied band cannot supply such a current if its band edge in the contact stays fixed. For the n-type InAs contact treated below, Ohm's law with Sharvin's conductance predicts 634 µA at 100 mV, while the emitter supplies 172 µA in the ideal model. The ratio of voltage to current at that bias is then 582 Ω, not the Sharvin value of 158 Ω. These numbers rest on the fixed band edge. In a contact much wider than the screening length, as this one is, charge neutrality lowers the edge and removes much of the shortfall, as shown near the end.

The emitter has an isotropic parabolic band of mass $m$, twofold spin degeneracy and zero temperature. Energies $E$ are measured from its band edge, and its Fermi energy is
$$E_F=\frac{\hbar^2k_F^2}{2m}.$$
The elementary charge $e$ is positive. A bias $V\ge0$ lowers the collector's electron energies by $eV$. Electrons then flow from emitter to collector, and $I$ denotes the magnitude of the charge current.

The contact has a limiting plane of area $A$, with $k_F^2A\gg1$. Its band edge stays level with that of the emitter interior, so the bias drops beyond this plane. The emitter is a large reservoir whose electrons reach the plane with their equilibrium occupation. Electrons are independent and cross elastically, and every emitter state moving towards the collector is transmitted with probability one. The result is
$$I=\begin{cases}G_S\left(V-\dfrac{eV^2}{2E_F}\right),&0\le eV\le E_F,\\[2mm]\dfrac{G_SE_F}{2e},&eV\ge E_F,\end{cases}\qquad G_S=\frac{2e^2}{h}\frac{Ak_F^2}{4\pi}.$$

## First derivation: counting transverse modes

In a plane of large area, transverse wave vectors have density $A/(2\pi)^2$. At energy $E$, a state can propagate towards the collector if its transverse energy is below $E$. The allowed wave vectors fill a disk of radius $k=\sqrt{2mE}/\hbar$, so the number of modes, without spin, is
$$M(E)=\frac{A}{(2\pi)^2}\,\pi k^2=\frac{Ak^2}{4\pi}=\frac{Am}{2\pi\hbar^2}E .$$
This is the leading term for large area. Boundary corrections are sized in the example.

Consider one mode with longitudinal wave vector $k_z$. Per unit length, the right-moving states in $dk_z$ number $2\,dk_z/(2\pi)$, including spin. They move with velocity $v_z=\hbar^{-1}\,dE/dk_z$. If they are filled, their current is
$$dI=e\,\frac{2\,dk_z}{2\pi}\,\frac1\hbar\frac{dE}{dk_z}=\frac{2e}{h}\,dE .$$
The velocity has cancelled the one-dimensional density of states. A fast mode and a slow mode carry the same current per unit energy, and the number of modes alone makes the current depend on $E$.

The collector also sends electrons back. Elastic scattering is unitary: for each outgoing emitter mode, the probabilities of arrival from all incoming modes add to one. Perfect transmission means that no incoming emitter mode is reflected into it. The whole probability therefore comes from the collector, and the returning current per unit energy is $(2e/h)M(E)f_C(E)$, whatever the collector's own number of modes. With emitter occupation $f_E$,
$$I=\frac{2e}{h}\int_0^\infty M(E)\,[f_E(E)-f_C(E)]\,dE .$$
The lower limit is zero because the emitter has no propagating states below its band edge. Collector electrons arriving with $E<0$ turn back and give no net current.

At zero temperature $f_E=1$ below $E_F$, and $f_C=1$ below $E_F-eV$. For $eV\le E_F$, the occupations differ between these two energies, so
$$\begin{aligned}
I&=\frac{2e}{h}\frac{Am}{2\pi\hbar^2}\int_{E_F-eV}^{E_F}E\,dE\\
&=\frac{2e}{h}\frac{Am}{2\pi\hbar^2}\,\frac{E_F^2-(E_F-eV)^2}{2}\\
&=\frac{2e}{h}\frac{Am}{2\pi\hbar^2}\left(E_FeV-\frac{e^2V^2}{2}\right).
\end{aligned}$$
Since $Am/(2\pi\hbar^2)=M(E_F)/E_F$, this becomes
$$I=\frac{2e^2}{h}M(E_F)\left(V-\frac{eV^2}{2E_F}\right),$$
and $M(E_F)=Ak_F^2/(4\pi)$ identifies the prefactor as $G_S$.

For $eV\ge E_F$, the collector's Fermi level lies at or below the emitter's band edge. The lower limit then stays at zero. The integral is $E_F^2/2$, and
$$I_{\rm sat}=\frac{2e}{h}\frac{M(E_F)}{E_F}\frac{E_F^2}{2}=\frac{G_SE_F}{2e}.$$
The factor one half is the average of $M(E)/M(E_F)=E/E_F$ over the occupied band. It belongs to a mode number proportional to energy, as in a three-dimensional parabolic band. A two-dimensional linear band has the same average, while a two-dimensional parabolic band gives two thirds.

The differential conductance is
$$\frac{dI}{dV}=G_S\left(1-\frac{eV}{E_F}\right)\quad(eV<E_F),$$
and zero above the knee. Each increase of bias exposes states at the lower end of the window, where fewer modes exist. The slope reaches zero continuously, but its derivative jumps from $-eG_S/E_F$ to zero. At small bias the law reduces to $I=G_SV$, with a relative shortfall of $eV/(2E_F)$.

## Second derivation: fluxes in wave-vector space

The same current follows from the velocities of electrons in three dimensions, without the introduction of modes. Transverse wave vector $k_\parallel$ is now conserved across the contact.

The emitter sends out the forward half of its Fermi sphere. With $v_z=\hbar k\cos\theta/m$ and state density $2/(2\pi)^3$, its current density is
$$\begin{aligned}
J_+&=\frac{2e}{(2\pi)^3}\frac{\hbar}{m}\,2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta\int_0^{k_F}k^3\,dk\\
&=\frac{e\hbar}{2\pi^2m}\cdot\frac12\cdot\frac{k_F^4}{4}
=\frac{e\hbar k_F^4}{16\pi^2m}
=\frac{emE_F^2}{4\pi^2\hbar^3}.
\end{aligned}$$
The last form uses $k_F^4=4m^2E_F^2/\hbar^4$.

Let the collector have mass $m_c$ and a band edge at $-D-eV$, where $D\ge0$ is its extra depth at zero bias. Its electrons have
$$E=\frac{\hbar^2(k_z^2+k_\parallel^2)}{2m_c}-D-eV .$$
They are filled up to $E=E_F-eV$. An electron can enter the emitter if its longitudinal energy there is positive, that is, if $E>\hbar^2k_\parallel^2/(2m)$. Perfect transmission is assumed for all such electrons.

At fixed $k_\parallel$, $dE=\hbar^2k_z\,dk_z/m_c$, so $(\hbar k_z/m_c)\,dk_z=dE/\hbar$. The collector's mass and depth drop out. The returning current density is
$$J_-=\frac{2e}{(2\pi)^3}\int2\pi k_\parallel\,dk_\parallel\,\frac1\hbar\left(E_F-eV-\frac{\hbar^2k_\parallel^2}{2m}\right),$$
taken over the $k_\parallel$ for which the bracket is positive. With $\epsilon=\hbar^2k_\parallel^2/(2m)$, one has $2\pi k_\parallel dk_\parallel=(2\pi m/\hbar^2)\,d\epsilon$, and therefore
$$\begin{aligned}
J_-&=\frac{e}{4\pi^3\hbar}\frac{2\pi m}{\hbar^2}\int_0^{E_F-eV}(E_F-eV-\epsilon)\,d\epsilon\\
&=\frac{em}{4\pi^2\hbar^3}(E_F-eV)^2 .
\end{aligned}$$
For $eV\ge E_F$ there is no allowed $k_\parallel$ and $J_-=0$.

Below the knee the net current is
$$I=A(J_+-J_-)=AJ_+\left[1-\left(1-\frac{eV}{E_F}\right)^2\right].$$
The prefactor is the saturation current found before, because
$$\frac{G_SE_F}{2e}=\frac12\cdot\frac{2e}{h}\frac{Ak_F^2}{4\pi}\cdot\frac{\hbar^2k_F^2}{2m}=A\frac{e\hbar k_F^4}{16\pi^2m}=AJ_+ ,$$
where $h=2\pi\hbar$. Expansion of the square gives $I=(G_SE_F/2e)[2eV/E_F-(eV/E_F)^2]$, which is the first branch of the result.

This form shows what saturation means. The emitter sends out the same current at every bias, including zero. Bias reduces the opposing current, and the net current stops growing when none of it is left. With density $n=k_F^3/(3\pi^2)$ and $v_F=\hbar k_F/m$,
$$I_{\rm sat}=\frac{3}{16}\,e\,n\,v_FA .$$
This is effusion: the mean speed in a Fermi sphere is $3v_F/4$, and a quarter of density times mean speed crosses a unit area from one side.

The two fluxes were also integrated numerically, each in its own wave-vector space. In units $\hbar=e=1$, one test used $m=0.3$, $m_c=1.1$, $D=2$ and $E_F=0.7$. At five biases between $0.05E_F$ and $1.7E_F$, the difference agreed with the derived law within a relative $10^{-8}$.

## What each derivation assumes

Both derivations assume independent electrons, elastic crossing, an equilibrium incident distribution, perfect transmission and a fixed band edge at the limiting plane. They differ in how they treat the return current.

The first uses unitarity. It needs neither conservation of $k_\parallel$ nor a description of the collector's band. It also extends directly to finite temperature, discrete modes and other dispersions, through $f_E$, $f_C$ and $M(E)$. The second needs conserved $k_\parallel$ and an explicit collector band, and in return gives the electron density and direction of motion. These are needed to ask whether the assumed potential is consistent with the charge.

The collector must have a state for every emitted electron. With conserved $k_\parallel$, its longitudinal energy must satisfy
$$E+D+eV-\frac{\hbar^2k_\parallel^2}{2m_c}>0 .$$
The largest transverse wave vector at energy $E$ has $\hbar^2k_\parallel^2=2mE$, so the least favourable case requires
$$D+eV+E\left(1-\frac{m}{m_c}\right)>0 .$$
For $m_c\ge m$ and $D\ge0$ this holds at any positive bias. For $m_c<m$ it holds up to the Fermi energy if $D+eV>E_F(m/m_c-1)$. Otherwise some channels are closed and perfect transmission is impossible. An open channel may still reflect, so this condition is necessary but not sufficient.

## When the band edge in the contact moves

Suppose instead that a wide emitter narrows into a throat, and that the band edge at the limiting plane lies $\delta$ below that of the interior. An electron of total energy $E$ then has kinetic energy $E+\delta$ there, and the plane has $Am(E+\delta)/(2\pi\hbar^2)$ modes. If the emitter fills all the forward ones and $eV\ge E_F$,
$$\begin{aligned}
I&=\frac{2e}{h}\frac{Am}{2\pi\hbar^2}\int_0^{E_F}(E+\delta)\,dE\\
&=\frac{2e}{h}\frac{Am}{2\pi\hbar^2}\left(\frac{E_F^2}{2}+\delta E_F\right)
=I_{\rm sat}\left(1+\frac{2\delta}{E_F}\right).
\end{aligned}$$
For given $\delta$ this is an upper limit, since unfilled modes reduce the current.

A symmetric drop, $\delta=eV/2$, is instructive. Under the same filling assumption, the integral for $eV\le E_F$ is
$$\int_{E_F-eV}^{E_F}\left(E+\frac{eV}{2}\right)dE=E_FeV-\frac{e^2V^2}{2}+\frac{e^2V^2}{2}=E_FeV .$$
The current is then $G_SV$ up to the former knee. Above it, the formula with $\delta=eV/2$ gives $I=G_S[V+E_F/e]/2$, which keeps rising at half the initial slope. Saturation thus depends on where the voltage drops.

Charge neutrality can force such a shift. In a saturated throat without returning electrons, forward states occupy half a shell between $k_1=\sqrt{2m\delta}/\hbar$ and $k_2=\sqrt{2m(E_F+\delta)}/\hbar$. Their density is
$$\frac{2}{(2\pi)^3}\,2\pi\int_{k_1}^{k_2}k^2\,dk=\frac{k_2^3-k_1^3}{6\pi^2}.$$
For $\delta=0$ this is half the emitter density, which leaves uncompensated donor charge. Equating it to $k_F^3/(3\pi^2)$ and writing $x=\delta/E_F$ gives
$$(1+x)^{3/2}-x^{3/2}=2,\qquad x=1.29,\qquad 1+2x=3.58 .$$
A neutral, fully fed throat would therefore carry 3.58 times the fixed-edge saturation current. Full feeding is an assumption here. If the emitter narrows gradually and stays neutral throughout, some of the electrons needed to fill the throat turn back before they reach it, and the current must be found from the potential and the charge together. The estimate requires $eV\ge E_F+\delta$, so that the collector no longer fills states in the throat.

Neutrality also acts below the knee. With $u=eV/E_F\le1$ and a fully fed plane, forward states are filled up to kinetic energy $E_F+\delta$ and backward states up to $E_F-eV+\delta$. Neutrality then reads
$$\tfrac12(1+x)^{3/2}+\tfrac12(1+x-u)^{3/2}=1 .$$
To first order in $u$ this gives $x=u/2$, the symmetric drop. In a neutral contact the term $-eV^2/(2E_F)$ is therefore cancelled at small bias, and the current $I=(G_SE_F/e)(u-u^2/2+xu)$ stays close to $G_SV$.

## A contact to n-type InAs

Take a barrier-free metal contact at 4 K with diameter 200 nm, electron density $2\times10^{17}$ cm$^{-3}$ and effective mass $0.023\,m_e$. These are rough values. The density is $2\times10^{-4}$ nm$^{-3}$, so
$$k_F=(3\pi^2n)^{1/3}=0.181\ {\rm nm}^{-1},\qquad E_F=\frac{\hbar^2k_F^2}{2m}=54.2\ {\rm meV}.$$
The area is $\pi(100\ {\rm nm})^2=3.14\times10^4$ nm². The mode number is $Ak_F^2/(4\pi)=81.8$, which gives $G_S=6.34$ mS, or 158 Ω. Multiplication of this resistance by the area gives an ideal contact resistivity of $5.0\times10^{-8}$ Ω cm². The saturation current is
$$I_{\rm sat}=\frac12(6.34\ {\rm mS})(54.2\ {\rm mV})=172\ \mu{\rm A},$$
or $5.5\times10^5$ A/cm².

At 25 mV, $G_SV=158.5$ µA. The correction factor is $1-25/(2\times54.2)=0.769$, so the current is 122 µA. At 10 mV it is 57.6 µA, against 63.4 µA from Ohm's law. At 50 mV it has reached 171 µA, within one percent of saturation, because the remaining deficit is quadratic in the distance from the knee. These values hold for a fixed band edge. For a neutral, fully fed plane, $\delta$ is 0.49, 0.47 and 0.44 times $eV$ at 10, 25 and 50 mV, and the currents are 63.3, 156 and 299 µA, close to Ohm's law.

Temperature matters little at 4 K: at fixed density it raises the saturation current by less than 0.01%. At 77 K the increase is 2.4%.

Nonparabolicity is larger. A Kane band obeys $E(1+\alpha E)=\hbar^2k^2/(2m)$. With $\alpha=1/E_g$ and a rough gap $E_g=0.41$ eV, the same density gives the same $k_F$ and $G_S$, but a Fermi energy $E_K=48.5$ meV. Since $M$ is proportional to $k^2$, the saturation current changes by the factor
$$\frac{E_K^2/2+\alpha E_K^3/3}{E_F^2/2}=0.863 .$$
Relative to $G_SE_K/e$, the plateau is $0.863\times54.2/(2\times48.5)=0.48$, no longer one half. These figures depend on the band model: a three-level Kane band with a rough spin-orbit splitting of 0.39 eV gives 0.88 in place of 0.863, and a mass of $0.026\,m_e$ would lower the parabolic plateau from 172 to 152 µA.

The finite diameter has a similar effect. A hard-wall disk has 74 modes at $E_F$ instead of 81.8, and its discrete levels multiply the parabolic saturation current by 0.856.

Reflection also lowers the current. If the transmission $T$ depends on longitudinal energy $E_z=yE_F$, the number of occupied transverse states at that energy is proportional to $1-y$. The saturation factor is therefore $2\int_0^1(1-y)T(y)\,dy$, which is one for $T=1$. For a smooth drop of height $E_F$, with a logistic profile and a 10–90% width equal to the screening length, it is 0.93; a one-sided exponential drop of the same width, starting at the plane, gives 0.89. The screening length is $\sqrt{2\varepsilon E_F/(3e^2n)}=12$ nm, where the permittivity $\varepsilon$ is taken as 15 times that of vacuum. At the metal face, an abrupt step from the parabolic Fermi velocity to a rough $1.4\times10^6$ m/s transmits 0.955 at zero bias, for normal incidence at the Fermi energy. Oblique and slow electrons are transmitted less well. With the same matching, the flux average over angles at the Fermi energy is 0.80, and the saturation factor for an abrupt drop at the metal face is 0.72, the largest of the reductions sized here.

With a rough mobility $\mu=2\times10^4$ cm²/Vs, the mean free path $\hbar k_F\mu/e$ is 238 nm, hardly longer than the diameter. A diffusive estimate of the emitter's spreading resistance, $1/(4ne\mu a)$ for contact radius $a$, gives 39 Ω. This is rough, because the mean free path exceeds the contact radius. In series, with the plateau unchanged, it would add 6.7 mV at saturation and move the knee in terminal voltage to about 61 mV. If the band edge stays level, scattering in the emitter also lowers the plateau: some paths that lead to the contact then start at the contact itself, and at saturation no electrons enter there.

Energy balance rules out impact ionization while $E_F+eV<E_g$, that is, below 356 mV; the need for empty final states can only raise this onset. Valence electrons align with empty collector states when $eV=E_F+E_g$, at 464 mV. Both lie above the biases considered here. The power at the knee is 9.3 µW; the resulting heating has not been calculated.

Metal contacts to n-type InAs can have little or no Schottky barrier, which supports the assumption of a barrier-free contact. Electrons can, however, accumulate at such an interface, and the band edge there is then lowered even at zero bias. The assumption most at risk is the fixed band edge. The screening length is much shorter than the contact diameter, so the region at the contact tends towards neutrality even without a throat. For a disk on a half-space at saturation, the missing return electrons are a fraction $\tfrac12\left(1-z/\sqrt{z^2+a^2}\right)$ of the density at distance $z$ on the axis, 38% at 25 nm. Linear Thomas–Fermi screening of this charge lowers the band edge there by about $0.2E_F$, even if the edge is held level at the plane itself. The neutral-throat estimate requires an edge drop of 70 meV and a bias of at least 124 mV, and would give a parabolic current of about 615 µA instead of 172 if the throat were fully fed. In the Kane band with $\alpha=1/E_g$ these values become 37 meV, 86 mV and 405 µA instead of 148. Such a change would be much larger than the other corrections sized here, with the opposite sign to the band, size and reflection effects. The 172 µA plateau is therefore an ideal estimate for a contact whose band edge at the limiting plane is known to stay level with the emitter interior; otherwise the potential must be calculated together with the charge. The remaining values are in the numerical output.

## Table of computed values

```
INPUTS (rough, metal on n-InAs)
effective mass = 0.023 m_e
electron density = 2.0e+17 cm^-3
contact diameter = 200 nm
mobility = 20000 cm^2/Vs
band gap = 0.41 eV
relative permittivity = 15
metal Fermi velocity = 1.40e+06 m/s
temperature = 4 K
IDEAL RESULT
Fermi wave vector = 0.1809 nm^-1
Fermi energy = 54.22 meV
Fermi velocity = 9.106e+05 m/s
contact area = 3.142e-10 cm^2
continuum mode number = 81.83
Sharvin conductance = 6.340 mS
Sharvin resistance = 157.7 ohm
contact resistivity = 4.955e-08 ohm cm^2
V = 10 mV: I = 57.56 uA, G_S V = 63.40 uA
V = 25 mV: I = 121.96 uA, G_S V = 158.50 uA
V = 50 mV: I = 170.84 uA, G_S V = 317.01 uA
V = 100 mV: I = 171.88 uA, G_S V = 634.02 uA
saturation bias = 54.22 mV
saturation current = 171.88 uA
saturation current density = 5.471e+05 A/cm^2
effusion current = 171.88 uA
NEGLECTED EFFECTS (factors multiply saturation current)
thermal factor at 4 K = 1.000066
thermal factor at 77 K = 1.0242
Kane Fermi energy = 48.49 meV
Kane-band factor = 0.8627
k_F times contact radius = 18.09
hard-wall disk modes = 74
hard-wall disk factor = 0.8563
screening length = 12.24 nm
smooth-drop factor at eV = E_F: 0.9265
metal-face transmission, V=0, normal = 0.9551
mean free path = 238.2 nm
emitter spreading resistance = 39.0 ohm
spreading voltage at saturation = 6.71 mV
power at saturation knee = 9.32 uW
impact-ionization energy bias = 356 mV
valence-tunnelling onset bias = 464 mV
neutral-throat edge drop / E_F = 1.2896
neutral-throat edge drop = 69.92 meV
neutral-throat current factor = 3.5792
bias for that estimate = 124.1 mV
```
